# Gibbs–Thomson shift of the electrode potential of a cylindrical metal filament

## The decision at the filament wall

A continuum simulation of filament growth or dissolution in an electrochemical metallization cell, with a rate law at the metal surface, needs an equilibrium potential at the filament wall: the potential at which deposition and dissolution balance. The tabulated or computed value for flat bulk metal is too high for a thin filament. For a long cylinder of radius $r$ that exchanges atoms through its side wall and carries no mechanical load from its surroundings, the value to use is

$$
E_{\rm fil}=E_{\rm bulk}-\frac{\gamma\Omega}{z e r}. \tag{1}
$$

Here $\gamma$ is the free energy per area of the metal/electrolyte interface, $\Omega$ the volume per metal atom, $z$ the charge number of the dissolved ion and $e>0$ the elementary charge. Both potentials refer to the same electrolyte composition and temperature, and to the same reference electrode.

Two choices can go wrong in an implementation: the curvature factor, which is $1/r$ on the wall but $2/r$ on a hemispherical tip, and the bookkeeping, since the same effect can be written as a potential shift or as a concentration ratio but must be counted once.

## From atom energy to electrode potential

The electrode reaction is

$$
\mathrm{M}^{z+}+z\,e^-\rightleftharpoons \mathrm{M}.
$$

Let $\tilde\mu_{\rm ion}$ and $\tilde\mu_e$ be the electrochemical potentials of one ion in the electrolyte and one electron in the metal, and let $\mu_{\rm M}$ be the free energy of adding one neutral atom to the metal. At equilibrium the reaction changes no free energy:

$$
\tilde\mu_{\rm ion}+z\tilde\mu_e=\mu_{\rm M}. \tag{2}
$$

Write (2) for the filament and for flat bulk metal, both in contact with the same electrolyte, and subtract. The ion term cancels, leaving

$$
z\,\Delta\tilde\mu_e=\Delta\mu_{\rm M},\qquad \Delta X\equiv X_{\rm fil}-X_{\rm bulk}. \tag{3}
$$

A voltmeter with two leads of the same metal compares electron electrochemical potentials. In each lead $\tilde\mu_e$ is a material constant minus $e$ times the electric potential. The constant is common to both leads, so

$$
\Delta E=E_{\rm fil}-E_{\rm bulk}=-\frac{\Delta\tilde\mu_e}{e}
=-\frac{\Delta\mu_{\rm M}}{ze}. \tag{4}
$$

The sign can be checked with a galvanic cell. Let one atom dissolve from the filament and one ion deposit on the bulk metal, while $z$ electrons pass through an external load. The electrons leave the more negative terminal, and the load receives the work $ze(E_{\rm bulk}-E_{\rm fil})$. In reversible operation this equals the free energy lost by the metal, $\Delta\mu_{\rm M}$. If a filament atom costs more than a bulk atom, the filament is the negative terminal, as (4) says.

## The surface cost of one atom

Assume that $\gamma$ is isotropic and independent of radius, and neglect elastic strain. An atom added to the filament then differs from one added to flat bulk metal by the interface it creates. If the metal volume grows by $\Omega$, the area grows by $\Omega\,dA/dV$, and

$$
\Delta\mu_{\rm M}=\gamma\,\Omega\,\frac{dA}{dV}. \tag{5}
$$

Flat metal has $dA/dV=0$, because moving a flat surface outward leaves its area unchanged.

For a cylinder of fixed length $L$, with its ends left out of account,

$$
A=2\pi rL,\quad V=\pi r^2L,\qquad
\frac{dA}{dV}=\frac{2\pi L\,dr}{2\pi rL\,dr}=\frac1r. \tag{6}
$$

Inserting (6) in (5) gives $\Delta\mu_{\rm M}=\gamma\Omega/r$, and (4) then gives (1). Multiplying numerator and denominator by Avogadro's constant gives the molar form $\Delta E=-\gamma V_m/(zFr)$, with molar volume $V_m$ and Faraday constant $F$. In Hartree atomic units $e=1$ and $\Delta E=-\gamma\Omega/(zr)$.

The two inverse laws have different origins. The factor $1/r$ is the curvature of the wall. The factor $1/z$ arises because a fixed energy per atom is shared among $z$ electrons. It holds at fixed $\gamma$, $\Omega$ and $r$; two different metals with different $z$ generally differ in $\gamma$ and $\Omega$ too.

### Local deposition on the wall

Atoms do not arrive as a uniform shell, so (6) must also hold for local growth. Describe the wall by $\rho(\theta,x)=r+\varepsilon g(\theta,x)$, with angle $\theta$, axial coordinate $x$ and a smooth bump $g$. The tangent vectors of the surface are

$$
\mathbf X_\theta=\rho_\theta\mathbf e_\rho+\rho\,\mathbf e_\theta,\qquad
\mathbf X_x=\rho_x\mathbf e_\rho+\mathbf e_x ,
$$

where subscripts on $\rho$ denote derivatives. The squared area element is

$$
|\mathbf X_\theta|^2|\mathbf X_x|^2-(\mathbf X_\theta\!\cdot\!\mathbf X_x)^2
=(\rho^2+\rho_\theta^2)(1+\rho_x^2)-\rho_\theta^2\rho_x^2
=\rho^2(1+\rho_x^2)+\rho_\theta^2 .
$$

The derivatives enter squared and are therefore of order $\varepsilon^2$. To first order the area element is $\rho$ itself, while the volume is $\int\!\!\int \tfrac12\rho^2\,d\theta\,dx$. Hence

$$
\delta A=\varepsilon\!\int\!\!\!\int g\,d\theta\,dx,\qquad
\delta V=\varepsilon r\!\int\!\!\!\int g\,d\theta\,dx,\qquad
\frac{\delta A}{\delta V}=\frac1r .
$$

The shape of the bump drops out. Quadrature of the full area and volume for a localized bump at $r=2$ nm gives $0.50000\ \mathrm{nm^{-1}}$, as it should. The argument needs small slopes. It describes the average cost of an atom on a continuum wall, not the energy of one adatom at a particular lattice site.

### The tip has twice the shift

A filament that has not yet bridged the gap can also grow at its tip, and the wall formula does not apply there. Take a hemispherical tip of radius $r$ with a small axisymmetric bump, $\rho(\vartheta)=r+\varepsilon g(\vartheta)$, where $\vartheta$ is the polar angle from the apex. The area and volume are

$$
A=2\pi\!\int\!\rho\sqrt{\rho^2+\rho_\vartheta^2}\,\sin\vartheta\,d\vartheta,\qquad
V=\frac{2\pi}{3}\!\int\!\rho^3\sin\vartheta\,d\vartheta .
$$

The slope again contributes at second order, so

$$
\delta A=4\pi r\varepsilon\!\int\! g\sin\vartheta\,d\vartheta,\qquad
\delta V=2\pi r^2\varepsilon\!\int\! g\sin\vartheta\,d\vartheta,\qquad
\frac{\delta A}{\delta V}=\frac2r .
$$

Advancing the whole tip by $dL$ at constant shape gives the same ratio: $dA=2\pi r\,dL$ and $dV=\pi r^2dL$. The shift at the tip is therefore $-2\gamma\Omega/(zer)$.

### A radius that varies along the axis

For an axisymmetric filament with a neck, the local curvature has an axial part. With small slopes,

$$
A\simeq2\pi\!\int\!\rho\left(1+\tfrac12\rho_x^2\right)dx .
$$

Vary $\rho$ by $\delta\rho$, vanishing at the ends, and integrate the term with $\delta\rho_x$ by parts:

$$
\delta A=2\pi\!\int\!\left[1+\tfrac12\rho_x^2-(\rho\rho_x)_x\right]\delta\rho\,dx
=2\pi\!\int\!\left[1-\tfrac12\rho_x^2-\rho\rho_{xx}\right]\delta\rho\,dx .
$$

Since $\delta V=2\pi\int\rho\,\delta\rho\,dx$, dividing the local coefficients and dropping the squared slope gives

$$
\Delta E(x)\simeq-\frac{\gamma\Omega}{ze}\left(\frac1\rho-\rho_{xx}\right). \tag{7}
$$

At the narrowest point of a neck $\rho_{xx}>0$, so the axial curvature makes the shift less negative. Equation (1) is the limit of a radius that varies slowly, with both $|\rho_x|\ll1$ and $|\rho_{xx}|\ll1/\rho$.

## Numbers for a model filament

Take round parameters that represent no particular metal: $\gamma=1\ \mathrm{J/m^2}$, $\Omega=0.015\ \mathrm{nm^3}$, $r=2$ nm, $L=20$ nm and $T=300$ K. The energy per atom is

$$
\frac{\gamma\Omega}{r}
=\frac{(1\ \mathrm{J/m^2})(1.5\times10^{-29}\ \mathrm{m^3})}{2\times10^{-9}\ \mathrm m}
=7.5\times10^{-21}\ \mathrm J=46.8\ \mathrm{meV}.
$$

For $z=1$ the wall potential is shifted by $-46.8$ mV, or $-0.00172$ hartree$/e$. For $z=2$ the same energy is divided by two electrons, and the shift is $-23.4$ mV. The tip value for $z=1$ is $-93.6$ mV.

| $r$ (nm) | $\Delta E$, $z=1$ (mV) | $\Delta E$, $z=2$ (mV) |
|---:|---:|---:|
| 1 | −93.6 | −46.8 |
| 2 | −46.8 | −23.4 |
| 5 | −18.7 | −9.4 |
| 10 | −9.4 | −4.7 |

The filament with $r=2$ nm contains about 16,800 atoms, or some 840 per nanometre of length. At 1 nm there are a quarter as many per length, and a large share of them lie near the surface. A radius-independent, isotropic $\gamma$ is then doubtful, and the first row is an extrapolation of the continuum model. The rows give the wall term only. For $L=20$ nm the filaments of 5 and 10 nm radius are not long: with the contact energy used in (12) below, the end correction would be 25 and 50 percent of the listed shift.

## Growth or dissolution at a fixed potential

Suppose the circuit holds the filament at $E=E_{\rm bulk}-\eta$, with the electrolyte composition also fixed. A positive $\eta$ is a cathodic offset from the bulk equilibrium potential. Each electron then has an energy $e\eta$ above its value at bulk equilibrium. Depositing one atom consumes $z$ electrons and lowers the free energy by $ze\eta$, apart from the surface cost. With $V/\Omega$ atoms in the filament, the grand potential, in which electrons and ions are exchanged with reservoirs, is

$$
\Phi(r)=2\pi rL\gamma-ze\eta\,\frac{\pi r^2L}{\Omega}. \tag{8}
$$

Its derivatives are

$$
\frac{d\Phi}{dr}=2\pi L\left(\gamma-\frac{ze\eta\,r}{\Omega}\right),\qquad
\frac{d^2\Phi}{dr^2}=-\frac{2\pi L\,ze\eta}{\Omega}.
$$

The first vanishes at

$$
r^*=\frac{\gamma\Omega}{ze\eta}, \tag{9}
$$

which is (1) solved for the radius. The second is negative for $\eta>0$, so $r^*$ is a maximum of $\Phi$. Below $r^*$ the free energy falls as the filament thins; above $r^*$ it falls as the filament thickens. The equilibrium described by (1) is thus unstable to a uniform change of radius when potential and composition are both held fixed. For a long filament the radius that satisfies (1) is then a threshold, not a value towards which a simulation should relax. If the contact lines are pinned, the softest deformation is $\delta\rho\propto\sin(\pi x/L)$, which changes the bracket in (7) by $-(1/r^2-\pi^2/L^2)\,\delta\rho$. The cylinder is then unstable only for $L>\pi r$, and a shorter pinned bridge is stable against small deformations.

At $\eta=50$ mV and $z=1$, equation (9) gives $r^*=46.81\times2/50=1.87$ nm. With its ends left out of account, the model filament of 2 nm lies just above this radius and is driven to grow. The margin is only 3 mV, so the end correction estimated below can reverse the direction. For $z=2$ the critical radius is 0.94 nm.

For $\eta\le0$ there is no positive critical radius, and $\Phi$ rises with $r$ throughout. This covers a filament in metallic contact with a large, flat electrode of the same metal, in a uniform electrolyte at equilibrium with that electrode. Then $\eta=0$, and for a filament long enough that its end contacts can be neglected, the free energy favours transfer of its metal to the electrode. In a short, thick filament a negative contact energy can reverse this, as (12) below shows. Thermodynamics gives the direction; the retention time depends on ion transport, reaction barriers and surface diffusion of metal along the wall, which (1) does not contain.

## The same effect as a concentration ratio

Hold the electrode at the potential where bulk metal is in equilibrium with ion concentration $c_b$. For dilute, ideal ions, changing the concentration to $c$ changes $\tilde\mu_{\rm ion}$ by $k_BT\ln(c/c_b)$. The electron term in (2) is fixed by the potential, so the ion term must supply the whole extra energy of a filament atom:

$$
k_BT\ln\frac{c}{c_b}=\frac{\gamma\Omega}{r},\qquad
\frac{c}{c_b}=\exp\!\left(\frac{\gamma\Omega}{rk_BT}\right). \tag{10}
$$

The ionic charge is absent, because no energy is being shared among electrons. In the example $k_BT=25.85$ meV, the exponent is $46.81/25.85=1.81$, and the ratio is 6.1. A filament of this radius needs about six times the ion concentration that balances bulk metal at the same potential.

Equations (1) and (10) are linked by the Nernst equation,

$$
E_{\rm bulk}(c)=E_{\rm bulk}(c_b)+\frac{k_BT}{ze}\ln\frac{c}{c_b}.
$$

Inserting (10) raises the bulk potential by $\gamma\Omega/(zer)$, which cancels the downward shift in (1). The filament at concentration $c$ therefore balances at the potential where bulk metal balances at $c_b$.

### Stability with a finite supply of ions

If the metal is shared between the filament and a small, closed volume of electrolyte, dissolution raises the ion concentration, and uniform thinning can stop itself. Assume that other ions keep the electrolyte neutral and that this compensation costs no free energy. Without it, the charge of the dissolved ions would oppose further dissolution, the more strongly the smaller the volume and the permittivity of the electrolyte. Let $N$ be the total number of metal atoms and ions, $n$ the number of dissolved ions, and $n_b$ the number that would balance bulk metal at the applied potential. Adding one ion costs $k_BT\ln(n/n_b)$ relative to bulk metal. Integrating over $n$ and adding the surface energy gives

$$
G(n)=k_BT\,n\left(\ln\frac n{n_b}-1\right)+\gamma A(M),\qquad M=N-n .
$$

From $r=\sqrt{M\Omega/(\pi L)}$ one has $A=2\sqrt{\pi L\Omega M}$ and $dA/dM=\sqrt{\pi L\Omega/M}=\Omega/r$. Since $dM/dn=-1$,

$$
\frac{dG}{dn}=k_BT\ln\frac n{n_b}-\frac{\gamma\Omega}{r}.
$$

Setting this to zero recovers (10). Because $r\propto M^{1/2}$, the derivative of $1/r$ with respect to $n$ is $1/(2Mr)$, and

$$
\frac{d^2G}{dn^2}=\frac{k_BT}{n}-\frac{\gamma\Omega}{2Mr}.
$$

Among filaments of uniform radius, the balance is a local minimum when $n<2Mrk_BT/(\gamma\Omega)$. With $n_b=20$ and the model filament as the initial metal supply, numerical minimization gives $n=123$, far below this limit of about $1.8\times10^4$. The remaining radius is 1.993 nm. The ratio $n/n_b=6.156$ agrees with (10) at that radius; it is slightly above 6.115, the value at 2 nm, because the filament has thinned.

This minimum does not protect the filament against necking. For a small ripple $\delta\rho\propto\sin kx$, the bracket in (7) changes by $-(1/r^2-k^2)\,\delta\rho$. If $kr<1$, atoms in the thin parts cost more than atoms in the thick parts, and moving metal from thin to thick lowers the free energy without changing the number of ions. With fixed ends, a ripple of wavelength $L$ does this when $L>2\pi r$. The model filament, with $L=20$ nm and $2\pi r\approx12.6$ nm, is therefore unstable to necking even with a finite supply of ions.

## Putting the shift into a rate law

For a single reaction path, detailed balance fixes the ratio of the dissolution rate $k_d$ to the deposition rate $k_p$ through the free energy released by dissolving one atom. At potential $E$ that energy is $ze(E-E_{\rm fil})$: it vanishes at equilibrium and grows by $ze$ per volt. Therefore

$$
\frac{k_d}{k_p}=\exp\!\left[\frac{ze(E-E_{\rm fil})}{k_BT}\right]
=\exp\!\left[\frac{ze(E-E_{\rm bulk})}{k_BT}\right]
\exp\!\left(\frac{\gamma\Omega}{rk_BT}\right). \tag{11}
$$

In a Butler–Volmer boundary condition, this means measuring the overpotential from $E_{\rm fil}$. Here $E_{\rm bulk}$ must be evaluated at the local ion concentration. If the factor (10) is instead put into the equilibrium concentration, the overpotential must not contain the shift as well; otherwise the last factor in (11) appears squared.

Equation (11) fixes a ratio of rates. How the surface energy is divided between the two barriers, and hence how the exchange current depends on radius, is a separate kinetic assumption.

## Two corrections and their size

### End contacts

When a bridging filament thickens, its two contact areas grow. At each end, electrode/electrolyte interface is replaced by electrode/filament interface, with a free-energy change $w$ per area. This can have either sign. For equal ends the surface energy is $U=2\pi rL\gamma+2\pi r^2w$, and at fixed $L$

$$
\frac{dU}{dV}=\frac{2\pi L\gamma+4\pi rw}{2\pi rL}
=\frac{\gamma}{r}+\frac{2w}{L}. \tag{12}
$$

Relative to the wall term, the correction is $2rw/(\gamma L)$. For $w=0.5\ \mathrm{J/m^2}$ it is $2\times2\times0.5/(1\times20)=0.10$, or 10 percent of the main shift. "Long" therefore means $L\gg 2r|w|/\gamma$, which a filament across a thin film may satisfy only roughly.

Equation (12) belongs to a model with one uniform radius. A smooth bump of small slope in the middle of the wall does not move the contacts and still costs $\gamma\Omega/r$ per atom to first order in its height. A model that resolves the wall should use (7) there and treat the contact lines as boundary conditions, without adding $2w/L$ at every point.

### Dependence of the interfacial energy on potential

At a charged interface $\gamma$ depends on the electrode potential. Equation (8) is taken at fixed $E$, so the $\gamma$ in its stationarity condition is the value at the actual potential, not at $E_{\rm bulk}$. The Lippmann relation at fixed electrolyte composition is $d\gamma/dE=-q$, where $q$ is the surface charge density of the metal. Taking $q$ constant over the small shift,

$$
\gamma(E_{\rm bulk}-\eta)=\gamma_b+q\eta .
$$

With $\eta_0=\gamma_b\Omega/(zer)$, the condition $\eta=\gamma\Omega/(zer)$ becomes

$$
\eta=\eta_0+\frac{q\Omega}{zer}\,\eta,
\qquad
\eta=\frac{\eta_0}{1-q\Omega/(zer)} . \tag{13}
$$

For $q=0.10\ \mathrm{C/m^2}$, $z=1$ and $r=2$ nm, the magnitude of the shift increases by 0.47 percent relative to $\eta_0$. A double-layer capacitance $C$ adds $-C\eta^2/2$ to $\gamma$; for $C=0.2\ \mathrm{F/m^2}$ this lowers the figure to about 0.45 percent. With the values used here, the end correction of 10 percent is about twenty times larger. A negative $q$ reduces the magnitude instead.

Other assumptions can matter as much. A faceted filament needs an orientation-dependent surface energy, which is not estimated here. A solid electrolyte that presses on the wall with pressure $P$ adds about $P\Omega$ to $\mu_{\rm M}$. At $P=0.5$ GPa this is 46.8 meV per atom, as large as the surface term at $r=2$ nm, and (1) alone is then not sufficient. When current flows, the potential in (11) is the local difference between metal and electrolyte, which can vary along the filament. The numerical output below lists the computed values for the wall, the tip and both corrections.

## Table of computed values

```
Interfacial free energy gamma = 1.000 J/m^2
Volume per atom omega = 0.0150 nm^3
Filament radius r = 2.00 nm
Filament length L = 20.0 nm
Temperature T = 300.0 K
Thermal energy kT = 25.85 meV
Atoms in filament = 16755
Wall bump, computed dA/dV = 0.50000 1/nm
Tip bump, computed dA/dV = 1.00000 1/nm
Excess energy per atom gamma*omega/r = 46.81 meV
Shift for z = 1, r =  1.0 nm: -93.62 mV
Shift for z = 1, r =  2.0 nm: -46.81 mV
Shift for z = 1, r =  5.0 nm: -18.72 mV
Shift for z = 1, r = 10.0 nm: -9.36 mV
Shift for z = 2, r =  1.0 nm: -46.81 mV
Shift for z = 2, r =  2.0 nm: -23.41 mV
Shift for z = 2, r =  5.0 nm: -9.36 mV
Shift for z = 2, r = 10.0 nm: -4.68 mV
Main shift (z = 1, r = 2 nm) = -0.001720 hartree/e
Tip shift (z = 1, r = 2 nm) = -93.62 mV
Applied cathodic offset eta = 50.0 mV
Critical radius at this eta, z = 1: 1.872 nm
Critical radius at this eta, z = 2: 0.936 nm
Concentration ratio c/c_b at r = 2 nm = 6.115
Closed system: bulk-equilibrium ion number = 20
Closed system: ion number at minimum = 123.12
Closed system: remaining radius = 1.9926 nm
Closed system: ion ratio from minimization = 6.1560
Closed system: ion ratio from formula = 6.1560
End-contact energy change w = 0.50 J/m^2
Relative end correction = 10.00 percent
Metal surface charge density q = 0.10 C/m^2
Relative Lippmann correction, z = 1: 0.470 percent
```
